# Distributed impedance of a resistive strip electrode contacted along one edge

## 1. The slow, lossless case

A thin strip electrode lies on an insulating film. Beneath the film is a perfectly conducting counter-electrode. Current enters the strip along its whole edge at $x=0$, and the opposite edge, $x=L$, is open. Let $R$ be the end-to-end resistance of the strip and $u=x/L$.

Suppose first that the film is lossless and the drive so slow that the voltage along the strip hardly differs from the contact voltage. Equal areas of film then draw equal charging currents. Of the input current $I_0$, the fraction $u$ has left the strip before position $u$, so

$$I(u)=I_0(1-u).$$

The mean power dissipated in the strip, with $I_0$ a peak amplitude, is

$$P=\tfrac12\int_0^1 R\,|I(u)|^2du=\tfrac12R|I_0|^2\int_0^1(1-u)^2du=\tfrac12|I_0|^2\,\frac R3 .$$

A single resistor carrying $I_0$ would dissipate the same power if its value were $R/3$. It is smaller than $R$ because only the part of the strip next to the contact carries the full current.

The rest of this appendix extends the impedance beyond the slow limit, adds film loss, and states where $R/3$ ceases to hold.

## 2. Line equations and their solution

The strip has width $W$ and sheet resistance $R_s$; the film has capacitance $c$ per area and loss tangent $\tan\delta$. Voltages and currents vary as $e^{j\omega t}$. The totals are

$$R=\frac{R_sL}{W},\qquad C=cLW,\qquad Y=j\omega C(1-j\tan\delta)=\omega C\tan\delta+j\omega C .$$

The film and strip are uniform, the signal is small enough for a linear response, nothing varies across the width, and inductance is neglected. The film and electrode are thin compared with $L$, so current runs along the strip and straight through the film.

Let $V$ be the strip voltage relative to the counter-electrode and $I$ the strip current towards increasing $x$. A slice of length $du$ has resistance $R\,du$ and film admittance $Y\,du$. Ohm's law and charge balance give

$$\frac{dV}{du}=-RI,\qquad \frac{dI}{du}=-YV. \tag{1}$$

Differentiating the first equation and inserting the second,

$$\frac{d^2V}{du^2}=-R\frac{dI}{du}=RY\,V=pV,\qquad p=RY,\quad s=\sqrt p .$$

The general solution is $V=A\cosh[s(1-u)]+B\sinh[s(1-u)]$. At the open edge $I=0$, hence $dV/du=-sB=0$ and $B=0$. The contact voltage $V_0$ fixes $A=V_0/\cosh s$. Therefore

$$V(u)=V_0\frac{\cosh[s(1-u)]}{\cosh s},\qquad
I(u)=-\frac1R\frac{dV}{du}=\frac{sV_0}{R}\,\frac{\sinh[s(1-u)]}{\cosh s}. \tag{2}$$

At $u=0$ this gives $I_0=(sV_0/R)\tanh s$, and the impedance $Z=V_0/I_0$ is

$$\boxed{Z=R\,\frac{\coth s}{s},\qquad s=\sqrt{RY}} \tag{3}$$

Changing the sign of $s$ changes the sign of both $\coth s$ and $s$, so either root may be used. For numerical work take $\operatorname{Re}s>0$ and write

$$\coth s=\frac{1+e^{-2s}}{1-e^{-2s}},$$

which does not overflow for large $s$.

## 3. Low-frequency expansion

Since $\cosh s$ and $(\sinh s)/s$ contain only even powers of $s$, (3) becomes a ratio of series in $p=s^2$:

$$\frac ZR=\frac{\cosh s}{s\sinh s}=\frac1p\;
\frac{1+\frac p2+\frac{p^2}{24}+\frac{p^3}{720}+\dots}{1+\frac p6+\frac{p^2}{120}+\frac{p^3}{5040}+\dots}.$$

Call the quotient of the two series $1+a_1p+a_2p^2+a_3p^3+\dots$. Multiplying it by the denominator and matching powers of $p$ gives

$$\begin{aligned}
a_1&=\tfrac12-\tfrac16=\tfrac13,\\
a_2&=\tfrac1{24}-\tfrac{a_1}6-\tfrac1{120}=\tfrac{15-20-3}{360}=-\tfrac1{45},\\
a_3&=\tfrac1{720}-\tfrac{a_2}6-\tfrac{a_1}{120}-\tfrac1{5040}=\tfrac{21+56-42-3}{15120}=\tfrac2{945}.
\end{aligned}$$

With $R/p=1/Y$,

$$\boxed{Z=\frac1Y+\frac R3-\frac{R^2Y}{45}+\frac{2R^3Y^2}{945}-\dots} \tag{4}$$

The first term is the film alone and the second is the electrode's series resistance. A lossy film has a resistive part of its own,

$$\operatorname{Re}\frac1Y=\operatorname{Re}\frac{1}{\omega C(\tan\delta+j)}=\frac{\tan\delta}{\omega C(1+\tan^2\delta)}, \tag{5}$$

so with a constant capacitance and a constant, nonzero loss tangent the total series resistance grows as $1/\omega$ at low frequency instead of tending to $R/3$. It is the difference $Z-1/Y$ that tends to $R/3$, provided $RY\to0$.

That difference has a direct meaning. Integrating the second equation of (1) from $0$ to $1$, with $I(1)=0$, gives $I_0=Y\langle V\rangle$, where $\langle V\rangle$ is the mean voltage along the strip. Hence, at any frequency in this model,

$$Z-\frac1Y=\frac{V_0-\langle V\rangle}{I_0}. \tag{6}$$

The electrode contribution is the mean voltage drop divided by the input current. At low frequency the drop is

$$V_0-V(u)=R\int_0^uI_0(1-u')\,du'=RI_0\left(u-\frac{u^2}2\right).$$

Its mean is $RI_0(\frac12-\frac16)=RI_0/3$. The drop at the open edge is larger, $RI_0/2$. Use $R/3$ for the impedance and $R/2$ for the voltage missing at the far end.

When $|p|$ is very small, subtracting $1/Y$ from (3) numerically loses digits, because two large numbers nearly cancel. Series (4) is then the better way to obtain the electrode part.

## 4. Range of the one-third law

Take a lossless film and let $\tau=RC$, so that $p=j\omega\tau$, $p^2=-(\omega\tau)^2$ and $1/p=-j/(\omega\tau)$. The real and imaginary parts of (4) are

$$\operatorname{Re}Z=\frac R3\left[1-\frac{2(\omega\tau)^2}{315}+\dots\right],\qquad
\operatorname{Im}Z=-\frac1{\omega C}\left[1+\frac{(\omega\tau)^2}{45}+\dots\right].$$

The small coefficient $2/315$ gives the law a wide range. Setting the quadratic term to 0.01 gives $\omega\tau=\sqrt{1.575}=1.255$. Solving for the 1% point with the full expression (3), by numerical root finding, gives $\omega\tau=1.265$.

An instrument may report a series or a parallel capacitance, and the two respond differently. The series value is

$$C_s=-\frac1{\omega\operatorname{Im}Z}=C\left[1-\frac{(\omega\tau)^2}{45}+\dots\right].$$

For the parallel value, invert (4):

$$\frac RZ=\frac{p}{1+\frac p3-\frac{p^2}{45}+\dots}
=p-\frac{p^2}3+\left(\frac19+\frac1{45}\right)p^3+\dots
=p-\frac{p^2}3+\frac{2p^3}{15}+\dots \tag{7}$$

With $p^3=-j(\omega\tau)^3$,

$$C_p=\frac{\operatorname{Im}(1/Z)}{\omega}=C\left[1-\frac{2(\omega\tau)^2}{15}+\dots\right].$$

At leading order the parallel reading falls six times as much as the series reading.

Film loss adds a term to $C_p$ that is linear in frequency. With $p=\omega\tau(j+\tan\delta)$, the imaginary part of $-p^2/3$ is $-\frac23(\omega\tau)^2\tan\delta$. Compared with the leading term $\omega\tau$, this lowers $C_p/C$ by a further $\frac23\omega\tau\tan\delta$.

## 5. High-frequency limit

When $\operatorname{Re}s\gg1$, $\coth s\to1$ and $Z\to R/s$. For a lossless film,

$$Z\to\sqrt{\frac{R}{j\omega C}}=\frac1W\sqrt{\frac{R_s}{j\omega c}} .$$

The phase is $-45^\circ$ and the length has dropped out. The reason appears in (2), which tends to $V=V_0e^{-su}$ away from the open edge. Since $\sqrt j=(1+j)/\sqrt2$,

$$su=(1+j)\frac x\lambda,\qquad \lambda=\sqrt{\frac{2}{\omega R_sc}} .$$

The signal decays over the distance $\lambda$. Once $\lambda$ is well below $L$, the far part of the capacitor is hardly charged, and no fixed series resistor can represent the electrode.

## 6. Other contact arrangements

**Both ends contacted.** By symmetry no current crosses the middle. Each half is a one-edge strip with resistance $R/2$ and film admittance $Y/2$, hence with low-frequency impedance $2/Y+R/6$. Two equal halves in parallel give $1/Y+R/12$. The second contact lowers the electrode term fourfold.

**Resistive counter-electrode, contacted at the same edge.** Let its end-to-end resistance be $R_b$. It carries the return current $-I$, so its potential obeys $dV_b/du=+R_bI$. For the voltage difference across the film, $dV/du=-(R+R_b)I$. Equations (1)–(7), for a strip contacted along one edge, therefore hold with $R$ replaced by $R+R_b$ and $V$ read as the voltage across the film.

**Resistive counter-electrode, contacted at the opposite edge.** At low frequency with a lossless film, the top carries $I_0(1-u)$ and the bottom carries the remainder, $I_0u$. Equating dissipated powers gives

$$\int_0^1\left[R(1-u)^2+R_bu^2\right]du=\frac{R+R_b}3 .$$

The low-frequency resistance is the same as for contacts at one edge.

## 7. Worked example: a hafnia-based capacitor with a ruthenium electrode

The inputs are rough typical values. The ferroelectric film is 10 nm thick, with relative permittivity 30 and loss tangent 0.02, both taken as independent of frequency. (In a real film, a constant loss tangent of 0.02 goes with a permittivity that falls by about 3% per decade of frequency.) The top electrode is 10 nm of ruthenium with resistivity 20 µΩ cm. The strip is 200 µm long and 50 µm wide.

The sheet resistance is resistivity over thickness, 20 Ω per square. The strip contains $200/50=4$ squares, so

$$R=4\times20=80\ \Omega,\qquad \frac R3=26.7\ \Omega .$$

The film has $c=\varepsilon_0\varepsilon_r/d=2.66$ µF/cm². Its area is $10^{-4}$ cm², so $C=266$ pF and $\tau=RC=21.25$ ns. The 1% limit of the lossless law is then

$$f=\frac{1.265}{2\pi\tau}=1.265\times7.49\ \text{MHz}=9.5\ \text{MHz}.$$

At 1 MHz, $\omega\tau=0.1335$ and (3) gives $Z=38.6-599j\ \Omega$. By (5), the film supplies about $0.02\times599=12.0\ \Omega$ of the real part. The electrode supplies the other 26.7 Ω. The ratio $38.6/599=0.064$ would be read as the loss tangent if the electrode were ignored, three times the film's own 0.02.

Evaluating (3) at four frequencies gives:

| $f$ (MHz) | Re $Z$ (Ω) | Re$(Z-1/Y)$ (Ω) | phase (°) | $C_p/C$ |
|---:|---:|---:|---:|---:|
| 0.1 | 146.5 | 26.7 | −88.6 | 1.000 |
| 1 | 38.6 | 26.7 | −86.3 | 0.996 |
| 10 | 27.5 | 26.3 | −66.1 | 0.805 |
| 100 | 15.9 | 15.7 | −43.9 | 0.189 |

At 0.1 MHz film loss dominates the real part. By (5), to first order in $\tan\delta$, the two contributions are equal when $\omega\tau=3\tan\delta=0.06$, which is 0.45 MHz.

At 10 MHz the electrode resistance is still within about 1.3% of $R/3$, while the parallel capacitance has lost a fifth of its value. A steady series resistance is therefore no evidence that the parallel capacitance is correct.

At 100 MHz the lossless reach is $\lambda=77$ µm, well short of the strip length. The phase lies slightly above $-45^\circ$ for two reasons. Film loss turns $1/\sqrt Y$ by $\delta/2$, about $0.6^\circ$. The remaining reflection from the open edge contributes the phase of $\coth s\approx1+2e^{-2s}$. With $s\approx(1+j)L/\lambda=2.58(1+j)$, this is about another $0.6^\circ$.

**Separating film and electrode.** If the loss tangent and the capacitance are constant, (5) varies as $1/f$. Well below the 1% limit, $\operatorname{Re}Z\approx a/f+R/3$ with constant $a$. Multiplying by $f$ at two frequencies and subtracting removes $a$:

$$\frac R3\approx\frac{f_2\operatorname{Re}Z(f_2)-f_1\operatorname{Re}Z(f_1)}{f_2-f_1}.$$

The model gives 50.62 Ω at 0.5 MHz and 32.63 Ω at 2 MHz. The formula returns $(65.26-25.31)/1.5=26.6\ \Omega$, as it should. A loss tangent or capacitance that changes between the two frequencies biases this result, and the bias grows as the frequencies are lowered, because film loss then dominates $\operatorname{Re}Z$. Take a film with constant loss tangent 0.02 whose capacitance, 266 pF at 1 MHz, falls by about 3% per decade as noted above. The formula then returns 26.8 Ω from 0.5 and 2 MHz, 28.0 Ω from 0.05 and 0.2 MHz, and 33.4 Ω from 0.01 and 0.04 MHz. The two frequencies should therefore lie near or above the crossover (0.45 MHz here) as well as below the 1% limit.

## 8. What a real device changes

The film and metal values are of the ordinary size for thin hafnia-based capacitors, but the 200 µm strip is a test structure, far larger than a memory cell. A real counter-electrode also has resistance. With 100 nm of ruthenium at 10 µΩ cm, of the same length and width, $R_b=4\ \Omega$, which adds 1.3 Ω to the series resistance. Temperature matters more: for an assumed resistivity slope of 0.03 µΩ cm/K, warming from 25 to 85 °C raises $R/3$ by 9%, or 2.4 Ω. A small probe touching the strip at the contact edge, instead of along the whole edge, adds spreading resistance that this model does not contain. A probe set down well inside the strip also shortens the current paths, so the total can then be smaller than $R/3$.

The following linear corrections are small here:

- **Contact resistance.** An equipotential pad overlapping the strip by 10 µm, outside the capacitor area, is itself a line of type (3), with the contact conductance in place of $Y$. For a contact resistivity of $10^{-8}$ Ω cm² it adds 0.09 Ω.
- **Inductance.** Let the return current flow directly beneath the strip. Taking the full magnetic field through film and both metals gives an upper estimate of the magnetic part of the reactance, $\omega\mu_0(d+t+t_b)L/W\approx4\times10^{-6}\ \Omega$ at 1 MHz, where $t$ and $t_b$ are the metal thicknesses.
- **Fringing.** An extra film width of less than $d$ at each open edge changes $C$ by less than 0.05%.
- **Leakage.** An assumed $10^{-6}$ A/cm² at 1 V, treated as ohmic, is $3\times10^{-6}$ of the film-loss conductance at 1 MHz.

Linearity limits the drive amplitude. A 50 mV probe amplitude produces 0.05 MV/cm, small beside a rough coercive field of 1 MV/cm and a rough breakdown field of 4 MV/cm. Polarization switching is outside the model, but its current can be sized. If 40 µC/cm² switches evenly over the area in 1 µs, the input current is $4\ \text{nC}/1\ \text{µs}=4$ mA. The mean drop $I_0R/3$ is then 0.11 V and the far-end drop $I_0R/2$ is 0.16 V, against a coercive voltage of 1 V. The far end would see a noticeably smaller voltage than the contact, so the assumption of even switching is itself only approximate. As long as switching stays nearly even, faster switching of the same charge raises these drops in inverse proportion to the time. The applied voltage limits how far this can go.

All numerical values are calculated from the stated model.
